# Heat capacity of a 500 cm⁻¹ ligand vibration at 500 K

## Problem

A metal-alkyl precursor vapour is treated as an ideal gas. One of its metal–ligand stretching modes has the harmonic wavenumber $\tilde\nu=500\ \mathrm{cm^{-1}}$. The mode is non-degenerate, independent of the other motions of the molecule, and in thermal equilibrium at $T=500$ K.

**(a)** Starting from the energy levels, derive the molar energy of the mode and its contribution to the molar heat capacity. Show that this contribution is about 7.0 J/(mol K).

**(b)** Find the limits of high and low temperature, and decide which of them is useful at 500 K.

**(c)** How much heat does the mode take up, per mole, when the vapour is warmed from 300 to 500 K?

**(d)** A real bond can break. Replace the parabola by a Morse well of the same curvature and of depth $D=3$ eV, derive its levels, and find how much the heat capacity changes.

**(e)** How accurately must the wavenumber be known, and how does the model compare with a real precursor?

Wavenumbers are in cm⁻¹, and energies are measured from the bottom of the potential well. The constants needed are $R=8.3145$ J/(mol K) and $hc/k=1.43878$ K cm.

## Solution

### (a) From levels to heat capacity

The levels of a harmonic oscillator are

$$E_n=hc\tilde\nu\left(n+\tfrac12\right),\qquad n=0,1,2,\ldots$$

Define the vibrational temperature $\theta=hc\tilde\nu/k$, the ratio $x=\theta/T$, and $\beta=1/(kT)$, so that $x=\beta hc\tilde\nu$. The partition function is a geometric series:

$$Z=\sum_{n=0}^{\infty}e^{-x(n+1/2)}=e^{-x/2}\sum_{n=0}^{\infty}\left(e^{-x}\right)^n=\frac{e^{-x/2}}{1-e^{-x}} .$$

Because the mode is independent of the other motions, the partition function of the molecule is a product with $Z$ as one factor. Its logarithm is a sum, and so are the energy and the heat capacity derived from it. This is what allows one to speak of the contribution of a single mode.

The mean energy per molecule is $\varepsilon=\sum_n E_ne^{-\beta E_n}/Z=-\partial\ln Z/\partial\beta$. With

$$\ln Z=-\tfrac12\beta hc\tilde\nu-\ln\left(1-e^{-\beta hc\tilde\nu}\right)$$

this gives

$$\varepsilon=\tfrac12hc\tilde\nu+\frac{hc\tilde\nu\,e^{-x}}{1-e^{-x}}=hc\tilde\nu\left(\tfrac12+\bar n\right),\qquad \bar n=\frac{1}{e^x-1}.$$

Here $\bar n$ is the mean quantum number. For one mole, $N_Ahc\tilde\nu=N_Ak\theta=R\theta$, so

$$U=R\theta\left(\frac12+\frac1{e^x-1}\right).$$

The zero-point term $R\theta/2$ is independent of temperature and drops out of the derivative. Since $dx/dT=-\theta/T^2=-x/T$,

$$\frac{d}{dT}\frac1{e^x-1}=-\frac{e^x}{(e^x-1)^2}\left(-\frac xT\right)=\frac{x\,e^x}{T(e^x-1)^2}.$$

Multiplication by $R\theta$, with $\theta/T=x$, yields

$$\boxed{C=\frac{dU}{dT}=R\,\frac{x^2e^x}{(e^x-1)^2}}$$

The same amount enters $C_V$ and $C_p$. For an ideal gas the molar enthalpy is $H=U_{\rm total}+RT$, so $C_p=C_V+R$. That extra $R$ is counted once for the whole molecule, not once for each mode.

The numbers follow in order:

- $\theta=1.43878\times500=719.39$ K, and $x=719.39/500=1.43878$
- $x^2=2.07008$ and $e^x=4.21554$
- $(e^x-1)^2=10.3397$

$$\frac CR=\frac{2.07008\times4.21554}{10.3397}=0.8440,$$

$$C=0.8440\times8.3145=7.02\ \mathrm{J/(mol\,K)}.$$

This is the stated 7.0 J/(mol K).

**A second view of the result.** Differentiating $\varepsilon=\sum_nE_ne^{-\beta E_n}/Z$ with respect to $\beta$ gives $-\langle E^2\rangle+\langle E\rangle^2$. Since $d\beta/dT=-1/(kT^2)$,

$$C=R\,\frac{\langle E^2\rangle-\langle E\rangle^2}{(kT)^2}.$$

The heat capacity therefore measures the thermal spread of the energy. Comparison with the boxed formula shows that the variance of the quantum number is

$$\langle n^2\rangle-\bar n^2=\frac{e^x}{(e^x-1)^2}=\bar n(\bar n+1),$$

where the last step uses $\bar n+1=e^x/(e^x-1)$. With $\bar n=0.3110$ the variance is $0.3110\times1.3110=0.4077$, and $2.07008\times0.4077=0.844$, as before.

The ground-state population is $e^{-x/2}/Z=1-e^{-x}=0.763$. About three quarters of the molecules are thus in the lowest level of this mode, and yet the heat capacity is 84 % of $R$. A small excited fraction suffices because the energy enters the variance squared. One quantum is already larger than $kT$ (500 cm⁻¹ against 347.5 cm⁻¹), and the few molecules with two or more quanta count heavily. With only the two lowest levels, $C/R$ would be $x^2e^{-x}/(1+e^{-x})^2=0.32$.

### (b) High and low temperature

Write $e^x-1=e^{x/2}\left(e^{x/2}-e^{-x/2}\right)=2e^{x/2}\sinh(x/2)$. Squaring this and inserting it in the boxed formula cancels $e^x$:

$$\frac CR=\left[\frac{x/2}{\sinh(x/2)}\right]^2 .$$

For $y>0$, $\sinh y/y=1+y^2/6+y^4/120+\cdots$ has positive coefficients, so it exceeds 1 and grows with $y$. Hence $C$ lies below $R$, falls as the wavenumber rises at fixed temperature, and rises with temperature at fixed wavenumber.

**High temperature, small $x$.** The identity $2\sinh^2(x/2)=\cosh x-1$ gives

$$\left[\frac{\sinh(x/2)}{x/2}\right]^2=\frac{2(\cosh x-1)}{x^2}=1+\frac{x^2}{12}+\frac{x^4}{360}+\cdots$$

The reciprocal, through fourth order, is $1-x^2/12+\left(\tfrac1{144}-\tfrac1{360}\right)x^4$, so that

$$\frac CR=1-\frac{x^2}{12}+\frac{x^4}{240}-\cdots$$

The leading term is the classical value $R$: $R/2$ from the kinetic energy and $R/2$ from the potential energy. At 500 K the series gives 0.8275 through $x^2$ and 0.8453 through $x^4$, against the full value 0.8440. Two corrections to the classical limit are enough for an error of 0.2 % relative to the full value.

**Low temperature, large $x$.** Now $e^x-1\approx e^x$, and

$$\frac CR\approx x^2e^{-x}.$$

The mode freezes out exponentially, because few molecules can reach even the first excited level. At 500 K this expression gives $2.07008/4.21554=0.491$, which is far too small. The neglected factor is $1/(1-e^{-x})^2=1/0.763^2=1.72$, and it restores 0.844. The high-temperature series is thus the useful one here, although $kT$ is smaller than the level spacing.

The boxed formula gives these values for the 500 cm⁻¹ mode:

| $T$ (K) | $C$ (J/(mol K)) | $C/R$ |
|---|---|---|
| 300 | 5.26 | 0.63 |
| 500 | 7.02 | 0.84 |
| 800 | 7.78 | 0.94 |

### (c) Heat taken up between 300 and 500 K

The heat is the difference of two values of $U$, in which the zero-point energy cancels:

$$\Delta U=R\theta\left[\bar n(500\ \mathrm K)-\bar n(300\ \mathrm K)\right].$$

At 300 K, $x=719.39/300=2.398$, so $\bar n=1/(e^{2.398}-1)=0.1000$. With $R\theta=8.3145\times719.39=5981$ J/mol,

$$\Delta U=5981\times(0.3110-0.1000)=1262\ \mathrm{J/mol}.$$

Using the 500 K heat capacity over the whole interval would give $7.017\times200=1403$ J/mol, which is 11 % more than the correct heat. The estimate is too large because $C$ is smaller everywhere below 500 K. The figure of 7.0 J/(mol K) is a local slope of $U(T)$, not an average from room temperature.

### (d) A bond that can break

**Levels of the Morse well.** Measure energy in units of $hc\tilde\nu$, and choose a dimensionless coordinate $q$ in which the harmonic Hamiltonian is $(p^2+q^2)/2$ with $p=-i\,d/dq$. Let $d=D/(hc\tilde\nu)$. The Morse potential is

$$V(q)=d\left(1-e^{-aq}\right)^2 .$$

Its curvature at the minimum is $2da^2$. This must equal 1, so $a^2=1/(2d)$.

Set $\lambda=2d$ and $z=2\lambda e^{-aq}$. Then $d/dq=-a\,z\,d/dz$. Multiplying the Schrödinger equation by $2/a^2=4d$ turns it into

$$\left(z\frac{d}{dz}\right)^2\psi=\left(s^2-\lambda z+\frac{z^2}{4}\right)\psi,\qquad s^2=\lambda^2-2\lambda E .$$

Substitute $\psi=z^se^{-z/2}f(z)$ with $s>0$, so that $\psi$ vanishes for $q\to\infty$, where $z\to0$. The terms in $s^2$ and $z^2/4$ cancel, and division by $z$ leaves

$$z f''+(2s+1-z)f'+\left(\lambda-s-\tfrac12\right)f=0 .$$

For a power series $f=\sum_k a_kz^k$ this requires

$$(k+1)(k+2s+1)\,a_{k+1}=\left(k-\lambda+s+\tfrac12\right)a_k .$$

If the series does not end, $a_{k+1}/a_k\to1/k$. Then $f$ grows like $e^z$, and $\psi$ diverges for $q\to-\infty$. A bound state therefore needs the series to stop at some $k=n$, which means $s=\lambda-n-\tfrac12$. Inserting this in $s^2=\lambda^2-2\lambda E$ gives $E=(n+\tfrac12)-(n+\tfrac12)^2/(2\lambda)$. In ordinary units,

$$E_n=hc\tilde\nu\left(n+\tfrac12\right)-A\left(n+\tfrac12\right)^2,\qquad A=\frac{(hc\tilde\nu)^2}{4D}.$$

For $D=3$ eV, $A/(hc)=2.583$ cm⁻¹. The spacing $E_{n+1}-E_n=hc\tilde\nu-2A(n+1)$ shrinks up the ladder.

**First-order change of the heat capacity.** For small $A$ the partition function becomes $Z\left[1+\beta A\langle(n+\tfrac12)^2\rangle\right]$, with the average taken over the harmonic levels. The free energy $F=-kT\ln Z$ then changes by

$$\Delta F=-A\left\langle\left(n+\tfrac12\right)^2\right\rangle .$$

The average is the variance plus the square of the mean:

$$\bar n(\bar n+1)+\left(\bar n+\tfrac12\right)^2=2\bar n(\bar n+1)+\tfrac14=g+\tfrac14,\qquad g=\frac{1}{2\sinh^2(x/2)} .$$

From $U=F-T\,dF/dT$ follows $dU/dT=-T\,d^2F/dT^2$, and therefore

$$\frac{\Delta C}{R}=\frac{A}{kT}\,T^2\frac{d^2g}{dT^2}.$$

Because $T\,d/dT=-x\,d/dx$, one has $T^2d^2g/dT^2=x^2g''+2xg'$, where primes denote $d/dx$. With $c=\coth(x/2)$, the derivatives are $g'=-cg$ and $c'=-g$, so $g''=g(c^2+g)$. The result is

$$\frac{\Delta C}{R}=\frac{A}{kT}\,g\left[x^2(c^2+g)-2xc\right].$$

For small $x$, $g\to2/x^2$ and $c\to2/x$. The bracket tends to $4+2-4=2$, and $\Delta C/R\to4A/(kTx^2)=kT/D$. In the classical regime the correction is thus the thermal energy divided by the well depth.

At 500 K, $g=2\times0.4077=0.8154$ and $c=1+2\bar n=1.6220$. The bracket is $7.134-4.667=2.467$, and $A/(kT)=2.583/347.52=0.00743$. Hence

$$\Delta C=8.3145\times0.00743\times0.8154\times2.467=0.124\ \mathrm{J/(mol\,K)}.$$

Summing over all bound Morse levels, without expanding in $A$, gives 0.131 J/(mol K). The first-order value is 5 % below this. The heat capacity rises from 7.02 to 7.15 J/(mol K), or by 1.9 %. With a depth of 2 eV and the same harmonic wavenumber, the increase is 0.20 J/(mol K).

The sum leaves out the continuum above the dissociation limit. The Boltzmann factor of that limit is $e^{-D/kT}=5.8\times10^{-31}$ for 3 eV. This is not a degree of dissociation, which also depends on the many states open to the fragments. A vapour that decomposes has an additional heat of reaction, which is outside the present model.

### (e) Accuracy of the wavenumber, and the real case

From the hyperbolic form, $\ln(C/R)=2\ln(x/2)-2\ln\sinh(x/2)$. Differentiation with respect to $\ln x$ gives

$$\frac{d\ln C}{d\ln x}=2-x\coth\frac x2=2-1.43878\times1.6220=-0.334 .$$

At fixed temperature, an error of 5 % in the wavenumber therefore changes $C$ by about 1.7 % in the opposite direction. The full formula gives 7.13 J/(mol K) for 475 cm⁻¹ and 6.90 J/(mol K) for 525 cm⁻¹. An uncertainty of 25 cm⁻¹ thus matters about as much as the anharmonicity of the 3 eV well.

Dimethylzinc is a monomeric metal-alkyl precursor whose zinc–carbon stretches lie roughly at 500 to 600 cm⁻¹, and the chosen wavenumber is at the lower end of this range. At 600 cm⁻¹ the boxed formula gives 6.52 J/(mol K), so the value 7.0 describes only the lower stretch. The well depths of 2 and 3 eV are round model values. A real molecule breaks the assumption of a harmonic well. In the Morse model of a single, independent stretch, this moves the result by 0.13 to 0.20 J/(mol K) for these depths. These shifts hold the harmonic wavenumber at 500 cm⁻¹. A measured band position is instead the fundamental $(E_1-E_0)/(hc)=\tilde\nu-2A/(hc)$. If 500 cm⁻¹ is the fundamental, the harmonic wavenumber is 505.3 cm⁻¹ for 3 eV and 508.0 cm⁻¹ for 2 eV, and the shifts from 7.02 J/(mol K) fall to 0.11 and 0.17 J/(mol K). A real molecule also breaks the assumption of independence: the stretch is coupled to other vibrations and to rotation, and that effect is not estimated here. The anharmonic shift alone changes the second figure of 7.0 J/(mol K) by one or two units, so any further digits describe only the harmonic model.

The formula should not be carried over to every motion of the ligands. A methyl group that turns almost freely about its bond has kinetic energy but hardly any potential energy, so its classical contribution is near $R/2$. A harmonic mode of very low wavenumber would instead contribute nearly $R$, about twice as much. For a stretch near 500 cm⁻¹ this difficulty does not arise, and the harmonic value of 7.0 J/(mol K) at 500 K is a suitable starting point, to which the corrections for anharmonicity and coupling are added.

## Calculated quantities

```
wavenumber: 500 cm^-1
temperature: 500 K
gas constant R: 8.3145 J/(mol K)
hc/k: 1.43878 K cm
vibrational temperature theta: 719.39 K
kT/(hc): 347.52 cm^-1
x = theta/T: 1.43878 (no unit)
x^2: 2.07008 (no unit)
exp(x): 4.21554 (no unit)
(exp(x)-1)^2: 10.3397 (no unit)
partition function Z: 0.6385 (no unit)
ground-state population: 76.28 %
mean quantum number: 0.3110 (no unit)
zero-point energy: 2.991 kJ/mol
mean energy U with zero point: 4.851 kJ/mol
C/R: 0.84398 (no unit)
C of the mode at 500 K: 7.017 J/(mol K)
series through x^2: 0.82749 (no unit)
series through x^4: 0.84535 (no unit)
series through x^6: 0.84388 (no unit)
C at 300 K: 5.259 J/(mol K)
C at 500 K: 7.017 J/(mol K)
C at 800 K: 7.776 J/(mol K)
heat taken up, 300 to 500 K: 1262.0 J/mol
C(500 K) times 200 K: 1403.5 J/mol
Morse depth D: 3.0 eV
anharmonic constant A/(hc): 2.583 cm^-1
kT/D: 0.01436 (no unit)
anharmonic change of C, level sum: 0.1312 J/(mol K)
anharmonic change of C, first order: 0.1243 J/(mol K)
anharmonic change relative to C: 1.87 %
C with Morse levels: 7.148 J/(mol K)
shallower Morse depth: 2.0 eV
change of C at shallower depth: 0.2027 J/(mol K)
C for 475 cm^-1 at 500 K: 7.133 J/(mol K)
C for 525 cm^-1 at 500 K: 6.898 J/(mol K)
Boltzmann factor exp(-D/kT), D = 3 eV: 5.8e-31 (no unit)
```
